**Vacuum decay constants and image-induced bandwidths at Γ and K**

A layer state with in-plane wave vector **k** and ionisation energy \(I\) decays into vacuum with \(\kappa^2=2mI/\hbar^2+\min|\mathbf k+\mathbf G|^2\), where the minimum runs over the reciprocal vectors **G** that symmetry allows. The bandwidth \(W\) of layers repeated with period \(L\) falls as \(e^{-\kappa L}\). The program diagonalises a corrugated hexagonal model layer in plane waves, with its depth tuned separately for each state so that \(I=6.0\) eV. It asserts that decay constants taken from the bandwidths agree with the formula within 1% for a Γ state, a K state and an in-plane-odd Γ state, and that the densities at Γ and K decay with \(2\kappa\) within 2%. It also asserts that Γ has the larger bandwidth at 1.0, 1.2 and 1.4 nm, that the periods predicted for \(W=1\) meV are right within 5% in \(W\), and that a sideways shift of the images suppresses the K bandwidth. The output gives \(\kappa=12.55\) nm⁻¹ at Γ and 18.13 nm⁻¹ at K, while the odd Γ state decays faster than both. The model is not a density-functional calculation of MoS₂, so its prefactors and absolute periods are illustrative.

## Numerical verification

```python
# Result under test: a layer state with in-plane wave vector k and ionisation
# energy I decays into vacuum as exp(-kappa z), where
#     kappa^2 = 2 m I / hbar^2 + min |k+G|^2   (min over symmetry-allowed G),
# and the k_z bandwidth W of periodically repeated layers falls as exp(-kappa L).
# Symbols: a lattice constant, L image period, G in-plane reciprocal vector,
# theta Bloch phase from one layer to the next. Energies in eV, lengths in nm.
# The model layer is an attractive hexagonal potential, Gaussian along z; its
# depth is tuned for each state so that all states have the same I.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq

H2M = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/2m in eV nm^2
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9  # e^2/(4 pi eps0) in eV nm

a = 0.32              # rough MoS2 lattice constant
ionisation = 6.0      # rough MoS2 valence ionisation energy
thickness = 0.30      # rough S-to-S thickness
sigma = 0.12          # Gaussian half-width of the model layer
corrugation = 0.15    # relative in-plane Fourier component
tolerance_W = 1e-3    # bandwidth regarded as converged, eV

b1 = 2 * np.pi / a * np.array([1.0, -1 / np.sqrt(3)])
b2 = 2 * np.pi / a * np.array([0.0, 2 / np.sqrt(3)])
gamma_point = np.zeros(2)
k_point = (2 * b1 + b2) / 3
K_length = 4 * np.pi / (3 * a)
G1_length = 4 * np.pi / (np.sqrt(3) * a)


def kappa(energy, inplane):
    return np.sqrt(energy / H2M + inplane**2)


def build(k, depth, L, theta, odd=False, shift=(0.0, 0.0)):
    """Plane-wave Hamiltonian of layers repeated by the vector (shift, L)."""
    labels = [(m, n) for m in range(-4, 5) for n in range(-4, 5)
              if np.linalg.norm(k + m * b1 + n * b2) < 42.0]
    lateral = np.array([k + m * b1 + n * b2 for m, n in labels])
    nmax = int(np.ceil(80.0 * L / (2 * np.pi)))
    orders = np.arange(-nmax, nmax + 1)
    offset = lateral @ np.array(shift)
    qz = (theta + 2 * np.pi * orders[None, :] - offset[:, None]) / L
    diff = lateral[:, None, :] - lateral[None, :, :]
    dist = np.sqrt((diff**2).sum(axis=2))
    pattern = np.where(dist < 1e-6, 1.0, 0.0)
    pattern += np.where(abs(dist - G1_length) < 1e-6, corrugation, 0.0)
    nz = len(orders)
    q = qz.ravel()
    gauss = np.exp(-0.5 * (sigma * (q[:, None] - q[None, :]))**2)
    ham = -depth * sigma * np.sqrt(2 * np.pi) / L * gauss
    ham *= np.kron(pattern, np.ones((nz, nz)))
    kinetic = np.repeat((lateral**2).sum(axis=1), nz) + q**2
    ham[np.diag_indices_from(ham)] += H2M * kinetic
    if odd:   # keep only states that change sign under r -> -r in the plane
        columns = []
        for i, (m, n) in enumerate(labels):
            if (m, n) > (0, 0):
                col = np.zeros(len(labels))
                col[i] = 1 / np.sqrt(2)
                col[labels.index((-m, -n))] = -1 / np.sqrt(2)
                columns.append(col)
        transform = np.kron(np.array(columns).T, np.eye(nz))
        ham = transform.T @ ham @ transform
    return ham, qz


def level(k, depth, L, theta, odd=False, shift=(0.0, 0.0)):
    ham, _ = build(k, depth, L, theta, odd, shift)
    return eigh(ham, eigvals_only=True, subset_by_index=[0, 0])[0]


def bandwidth(k, depth, L, odd=False):
    return abs(level(k, depth, L, np.pi, odd) - level(k, depth, L, 0.0, odd))


def density_decay(k, depth, L, z1, z2):
    """Decay constant of the plane-averaged density between z1 and z2."""
    ham, qz = build(k, depth, L, np.pi / 2)
    vector = eigh(ham, subset_by_index=[0, 0])[1][:, 0].reshape(qz.shape)
    rho = [(abs((vector * np.exp(1j * qz * z)).sum(axis=1))**2).sum()
           for z in (z1, z2)]
    return np.log(rho[0] / rho[1]) / (z2 - z1)


# Smallest |k+G| at K and its multiplicity, by enumeration
lengths = np.array([np.linalg.norm(k_point + m * b1 + n * b2)
                    for m in range(-4, 5) for n in range(-4, 5)])
multiplicity = int(np.sum(abs(lengths - lengths.min()) < 1e-8))
assert abs(lengths.min() - K_length) < 1e-8 and multiplicity == 3

states = {
    "Gamma": (gamma_point, False, 0.0, (1.2, 1.4)),
    "K": (k_point, False, K_length, (1.2, 1.4)),
    "Gamma odd": (gamma_point, True, G1_length, (1.0, 1.2)),
}
depths, formula, measured = {}, {}, {}
for name, (k, odd, inplane, periods) in states.items():
    depths[name] = brentq(
        lambda d: level(k, d, 1.2, np.pi / 2, odd) + ionisation,
        5.0, 80.0, xtol=1e-6)
    widths = [bandwidth(k, depths[name], L, odd) for L in periods]
    measured[name] = np.log(widths[0] / widths[1]) / (periods[1] - periods[0])
    formula[name] = kappa(ionisation, inplane)
    # 1%: potential tails and faster waves still contribute at finite L
    assert abs(measured[name] / formula[name] - 1) < 0.01, name
assert measured["Gamma"] < measured["K"] < measured["Gamma odd"]

density = {}
for name in ("Gamma", "K"):
    density[name] = density_decay(states[name][0], depths[name], 1.4, 0.4, 0.5)
    # 2%: the Gaussian potential has not fully vanished at 0.4 nm
    assert abs(density[name] / (2 * formula[name]) - 1) < 0.02, name

# Bandwidths at common periods, and period needed for the chosen tolerance
table_periods = (1.0, 1.2, 1.4)
table = {name: [bandwidth(states[name][0], depths[name], L)
                for L in table_periods] for name in ("Gamma", "K")}
assert all(g > w for g, w in zip(table["Gamma"], table["K"]))
needed, check = {}, {}
for name in ("Gamma", "K"):
    needed[name] = 1.2 + np.log(table[name][1] / tolerance_W) / formula[name]
    check[name] = bandwidth(states[name][0], depths[name], needed[name])
    # 5%: a short period lies at the edge of the asymptotic range
    assert abs(check[name] / tolerance_W - 1) < 0.05, name
assert needed["Gamma"] > needed["K"]

# Sideways shift of successive images: the three K waves cancel
side = np.array([a / 2, a / (2 * np.sqrt(3))])
shifted = [level(k_point, depths["K"], 1.2, t, shift=side)
           for t in (0.0, np.pi / 2, np.pi)]
shifted_ratio = (max(shifted) - min(shifted)) / table["K"][1]
assert shifted_ratio < 0.01

# Neglected effects, as factors on W across the vacuum gap at L = 1.2 nm
gap = 1.2 - thickness
kG, kK = formula["Gamma"], formula["K"]
offset_GK, half_so = 0.10, 0.075      # rough MoS2 energies, eV
factor_offset = np.exp(-(kappa(ionisation + offset_GK, 0) - kG) * gap)
factor_so = np.exp(-(kappa(ionisation - half_so, K_length) - kK) * gap)
factor_strain = np.exp(-(kappa(ionisation, K_length / 1.01) - kK) * gap)
# Charge midway between two metal planes: sum over its image charges
n = np.arange(1, 200001)
image_sum = np.sum((-1.0)**(n + 1) / n)
assert abs(image_sum - np.log(2)) < 1e-5
lowering = COULOMB * image_sum / gap
kG_low = kappa(ionisation - lowering, 0)
kK_low = kappa(ionisation - lowering, K_length)
reversal = H2M * K_length**2
assert abs(kappa(ionisation + reversal, 0) - kK) < 1e-9

print(f"hbar^2/2m = {H2M:.5f} eV nm^2")
print(f"lattice constant a = {a:.2f} nm (rough)")
print(f"ionisation energy I = {ionisation:.1f} eV (rough)")
print(f"layer thickness = {thickness:.2f} nm (rough)")
print(f"model Gaussian sigma = {sigma:.2f} nm")
print(f"model corrugation = {corrugation:.2f}")
print(f"|K| = {K_length:.2f} 1/nm, equivalent waves: {multiplicity}")
print(f"|G1| = {G1_length:.2f} 1/nm")
for name in states:
    print(f"{name}: model depth = {depths[name]:.2f} eV")
    print(f"{name}: kappa formula = {formula[name]:.2f} 1/nm")
    print(f"{name}: kappa from bandwidths = {measured[name]:.2f} 1/nm")
for name in ("Gamma", "K"):
    print(f"{name}: amplitude decay length = {1 / formula[name]:.4f} nm")
    print(f"{name}: density decay, computed = {density[name]:.2f} 1/nm")
    print(f"{name}: density decay, 2 kappa = {2 * formula[name]:.2f} 1/nm")
    print(f"{name}: vacuum per factor 10 = {np.log(10) / formula[name]:.3f} nm")
    for L, w in zip(table_periods, table[name]):
        print(f"{name}: W at L = {L:.1f} nm: {w * 1e3:.3e} meV")
    print(f"{name}: predicted L for W = 1 meV: {needed[name]:.3f} nm")
    print(f"{name}: W computed at that L = {check[name] * 1e3:.3f} meV")
print(f"kappa_K / kappa_Gamma = {kK / kG:.3f}")
print(f"W_Gamma/W_K at L = 1.2 nm = {table['Gamma'][1] / table['K'][1]:.1f}")
print(f"K width, shifted/direct images = {shifted_ratio:.1e}")
print(f"I difference that equalises kappa = {reversal:.2f} eV")
print(f"vacuum gap at L = 1.2 nm: {gap:.2f} nm")
print(f"Gamma deeper by {offset_GK:.2f} eV: W_Gamma x {factor_offset:.3f}")
print(f"K raised by {half_so:.3f} eV (spin-orbit): W_K x {factor_so:.3f}")
print(f"lattice stretched 1%: W_K x {factor_strain:.3f}")
print(f"image-charge barrier lowering = {lowering:.2f} eV")
print(f"lowered barrier: kappa_Gamma = {kG_low:.2f} 1/nm")
print(f"lowered barrier: kappa_K = {kK_low:.2f} 1/nm")
print(f"lowered barrier: W_Gamma x {np.exp((kG - kG_low) * gap):.2f}")
print(f"lowered barrier: W_K x {np.exp((kK - kK_low) * gap):.2f}")
print("no test failed")
```

Printed output:

```
hbar^2/2m = 0.03810 eV nm^2
lattice constant a = 0.32 nm (rough)
ionisation energy I = 6.0 eV (rough)
layer thickness = 0.30 nm (rough)
model Gaussian sigma = 0.12 nm
model corrugation = 0.15
|K| = 13.09 1/nm, equivalent waves: 3
|G1| = 22.67 1/nm
Gamma: model depth = 8.48 eV
Gamma: kappa formula = 12.55 1/nm
Gamma: kappa from bandwidths = 12.55 1/nm
K: model depth = 12.33 eV
K: kappa formula = 18.13 1/nm
K: kappa from bandwidths = 18.13 1/nm
Gamma odd: model depth = 26.57 eV
Gamma odd: kappa formula = 25.91 1/nm
Gamma odd: kappa from bandwidths = 25.89 1/nm
Gamma: amplitude decay length = 0.0797 nm
Gamma: density decay, computed = 25.09 1/nm
Gamma: density decay, 2 kappa = 25.10 1/nm
Gamma: vacuum per factor 10 = 0.183 nm
Gamma: W at L = 1.0 nm: 8.000e-01 meV
Gamma: W at L = 1.2 nm: 6.503e-02 meV
Gamma: W at L = 1.4 nm: 5.286e-03 meV
Gamma: predicted L for W = 1 meV: 0.982 nm
Gamma: W computed at that L = 1.000 meV
K: amplitude decay length = 0.0551 nm
K: density decay, computed = 36.25 1/nm
K: density decay, 2 kappa = 36.27 1/nm
K: vacuum per factor 10 = 0.127 nm
K: W at L = 1.0 nm: 1.703e-02 meV
K: W at L = 1.2 nm: 4.530e-04 meV
K: W at L = 1.4 nm: 1.205e-05 meV
K: predicted L for W = 1 meV: 0.775 nm
K: W computed at that L = 1.000 meV
kappa_K / kappa_Gamma = 1.445
W_Gamma/W_K at L = 1.2 nm = 143.6
K width, shifted/direct images = 8.0e-08
I difference that equalises kappa = 6.53 eV
vacuum gap at L = 1.2 nm: 0.90 nm
Gamma deeper by 0.10 eV: W_Gamma x 0.911
K raised by 0.075 eV (spin-orbit): W_K x 1.050
lattice stretched 1%: W_K x 1.088
image-charge barrier lowering = 1.11 eV
lowered barrier: kappa_Gamma = 11.33 1/nm
lowered barrier: kappa_K = 17.31 1/nm
lowered barrier: W_Gamma x 3.00
lowered barrier: W_K x 2.09
no test failed
```
